# Seebeck Coefficient of a Nondegenerate Semiconductor with Acoustic Phonon Scattering

## Problem

A long n-type semiconductor bar has a small temperature difference between its ends and carries no electric current. Its electrons are nondegenerate and scatter from acoustic phonons. The effective density of states of the conduction band, $N_c$, is 100 times the electron density $n$. Find the Seebeck coefficient $S$ and its sign.

Take parabolic valleys, a sample much longer than the mean free path, and phonons that stay in local equilibrium. Energies $E$ are measured from the band edge, and $\zeta$ is the chemical potential measured from the same edge. The derivation uses Hartree atomic units, so $\hbar=1$, but $k_B$ and the positive elementary charge $e$ remain visible because the answer is wanted in µV/K.

## Hints

1. Find how the acoustic coupling and the thermal phonon number depend on the phonon wavevector $q$. What remains in the scattering rate after they are multiplied?
2. Zero current does not mean zero electric field. Let the Boltzmann equation determine the field that stops the current.
3. A voltmeter responds to the electrochemical potential, which contains both the electrostatic energy and $\zeta$.
4. The energy average that appears is weighted by each electron's contribution to transport. It differs from the mean energy of the gas.
5. Use the carrier density to eliminate $\zeta$.

## Full solution

### 1. The relaxation time

A longitudinal sound wave compresses the crystal and shifts the band edge by $\Xi\,\nabla\!\cdot\mathbf u$, where $\Xi$ is the deformation potential and $\mathbf u$ the displacement. The divergence brings a factor $q$ into the matrix element. The squared displacement amplitude of one mode is $1/(2\rho V\omega)$ times its phonon factor, with mass density $\rho$, volume $V$ and frequency $\omega=v_sq$. Hence

$$|M|^2=\frac{\Xi^2q^2}{2\rho V v_sq}\times\{N_q\ \text{or}\ N_q+1\},$$

for absorption or emission. When $v_sq\ll k_BT$, both phonon factors are close to $k_BT/(v_sq)$. Adding the two processes gives

$$|M|^2_{\rm total}=\frac{\Xi^2k_BT}{\rho Vv_s^2}.$$

The wavevector has cancelled. If the small phonon energy is also neglected in energy conservation, scattering is elastic and equally likely into all states on the energy surface. The final velocity then averages to zero, so the momentum relaxation rate equals the total scattering rate.

For a spherical valley of mass $m$, the density of final states per volume, without a spin factor because spin is conserved, is

$$g_1(E)=\frac{4\pi k^2}{(2\pi)^3}\frac{dk}{dE}=\frac{mk}{2\pi^2}=\frac{m^{3/2}\sqrt E}{\sqrt2\,\pi^2}.$$

Here $dk/dE=m/k$ and $k=\sqrt{2mE}$ were used. The golden rule gives

$$\frac1\tau=2\pi\frac{\Xi^2k_BT}{\rho v_s^2}g_1(E)=\frac{\sqrt2\,m^{3/2}\Xi^2k_BT}{\pi\rho v_s^2}\sqrt E .$$

Thus $\tau\propto E^{-1/2}$: faster electrons have more final states and are scattered sooner. An ellipsoidal valley with the same constant coupling also has $g_1\propto\sqrt E$, so the exponent is unchanged.

The elastic approximation can be tested with rough silicon-like values: $T=300$ K, $v_s=9.0$ km/s and a spherical mass of 0.3214 electron masses. Keeping the phonon energies and full Bose factors in the momentum-loss integral gives 0.9955, 0.9911, 0.9908 and 0.9967 times the elastic rate at $E/k_BT=0.5$, 1, 2 and 5. The approximation is good to about one percent at these energies.

### 2. The condition of zero current

Let the temperature vary along $x$, and let a prime denote $d/dx$. The local equilibrium distribution is

$$f_0=\exp\left[\frac{\zeta(x)-E}{k_BT(x)}\right].$$

Write $f=f_0+f_1$ and let $F$ be the force on an electron. To first order in the gradients, the steady Boltzmann equation is

$$v_x\frac{\partial f_0}{\partial x}+Fv_x\frac{\partial f_0}{\partial E}=-\frac{f_1}{\tau},$$

because $\partial f_0/\partial k_x=v_x\,\partial f_0/\partial E$. The two derivatives are

$$\frac{\partial f_0}{\partial E}=-\frac{f_0}{k_BT},\qquad
\frac{\partial f_0}{\partial x}=\frac{f_0}{k_BT}\left[\zeta'+(E-\zeta)\frac{T'}{T}\right].$$

Substitution gives

$$f_1=-\tau v_x\frac{f_0}{k_BT}\left[\zeta'-F+(E-\zeta)\frac{T'}{T}\right].$$

The particle current is the sum of $v_xf_1$ over all states. Define the transport average

$$\langle E\rangle=\frac{\sum_{\mathbf k}E\,v_x^2\tau f_0}{\sum_{\mathbf k}v_x^2\tau f_0}.$$

Setting the current to zero and dividing by the common sum leaves

$$\zeta'-F+\big(\langle E\rangle-\zeta\big)\frac{T'}{T}=0.$$

### 3. What the voltmeter reads

Let $U(x)$ be the potential energy of the band edge, so $F=-U'$. The electrochemical potential is $\tilde\mu=U+\zeta$, and therefore $\tilde\mu'=\zeta'-F$. This is the combination just found:

$$\tilde\mu'=-\frac{\langle E\rangle-\zeta}{T}\,T'.$$

Apart from the small thermoelectric voltage of metal leads, the measured voltage is $-\tilde\mu/e$, since an electron has charge $-e$. The effective field, minus the gradient of this voltage, is $\tilde\mu'/e$. With the convention that the effective field equals $S\,T'$ at zero current,

$$S=-\frac{\langle E\rangle-\zeta}{eT}.$$

For a nondegenerate gas $\zeta<0$, so $S$ is negative. The hot end is at the higher voltage: electrons diffuse towards the cold end until the voltage they build up stops the net flow. For holes the same argument gives a positive $S$.

### 4. The transport average

Put $x=E/k_BT$ from here on and let $\tau\propto E^r$. The density of states contributes $x^{1/2}$, the average of $v_x^2$ on an energy surface contributes $x$, and $\tau$ contributes $x^r$. Therefore

$$\frac{\langle E\rangle}{k_BT}=\frac{\int_0^\infty x^{r+5/2}e^{-x}dx}{\int_0^\infty x^{r+3/2}e^{-x}dx}
=\frac{\Gamma(r+7/2)}{\Gamma(r+5/2)}=r+\frac52 .$$

The last equality is $\Gamma(a+1)=a\Gamma(a)$. For acoustic scattering $r=-1/2$, and $\langle E\rangle=2k_BT$. The mean energy of the gas itself is $\tfrac32k_BT$. The transport average is larger because the factor $v_x^2$ favours fast electrons more strongly than the shorter relaxation time disfavours them.

### 5. The chemical potential

With $M$ equivalent valleys, two spin states and principal masses $m_i$,

$$n=2M e^{\zeta/k_BT}\int\frac{d^3k}{(2\pi)^3}\exp\left[-\sum_i\frac{k_i^2}{2m_ik_BT}\right].$$

Each Gaussian integral equals $\sqrt{2\pi m_ik_BT}$. With $m_d=(m_1m_2m_3)^{1/3}$,

$$n=N_ce^{\zeta/k_BT},\qquad N_c=2M\left(\frac{m_dk_BT}{2\pi}\right)^{3/2}.$$

Hence $-\zeta=k_BT\ln(N_c/n)$, and

$$S=-\frac{k_B}{e}\left[2+\ln\frac{N_c}{n}\right].$$

The logarithm measures how thinly the electrons occupy the available states. Dilution increases the entropy carried per electron and thus $|S|$. At a given ratio $N_c/n$, neither the masses nor the strength of the scattering enters the result.

### 6. The number

With $k_B/e=86.173$ µV/K and $\ln100=4.6052$,

$$|S|=86.173\times(2+4.6052)=569.2\ \text{µV/K}.$$

So $S\approx-569$ µV/K. The transport energy supplies 172.3 µV/K of the magnitude and the logarithm 396.8 µV/K. In this model a 10 K difference produces about 5.7 mV.

For a concrete case, take six valleys with longitudinal mass 0.92 and transverse mass 0.19, in electron masses, at 300 K. These are rough values for silicon. They give $m_d=0.3214$, $N_c=2.74\times10^{19}$ cm$^{-3}$ and, by the chosen ratio, $n=2.74\times10^{17}$ cm$^{-3}$. The thermal energy is 25.85 meV and $\zeta=-119.1$ meV. Section 3 then reads

$$|S|=\frac{2(25.85)+119.1}{300}\ \frac{\text{mV}}{\text{K}}\approx0.569\ \text{mV/K}.$$

As a test of the averaging and counting, the zero-current equation was also solved by direct summation over an ellipsoidal valley in three dimensions, with $\tau\propto E^{-1/2}$ and a finite temperature difference. It gave $-569.2$ µV/K along both the long and the short axis.

### 7. How far silicon departs from the model

The electron density above is a realistic one for doped silicon, but the assumption of purely acoustic scattering is not. The following estimates change one assumption at a time, at 300 K and fixed $n$. They should not simply be added together.

**Ionized donors.** In the Coulomb formulas of this paragraph the atomic-unit value $e=1$ is inserted. A screened charge has the Fourier transform $4\pi/[\kappa(q^2+L^{-2})]$, where $\kappa=11.7$ and $L^2=\kappa k_BT/(4\pi n)$, so $L=7.81$ nm. For $n$ charged donors per volume and $u=\cos\theta$, the golden rule with momentum-loss factor $1-u$ gives

$$\frac1{\tau_i}=\frac{nm_dk}{2\pi}\int_{-1}^{1}(1-u)\frac{16\pi^2}{\kappa^2(q^2+L^{-2})^2}\,du .$$

Using $w=q^2=2k^2(1-u)$ turns this into

$$\frac1{\tau_i}=\frac{2\pi nm_d}{\kappa^2k^3}\int_0^{4k^2}\frac{w\,dw}{(w+L^{-2})^2}
=\frac{2\pi nm_d}{\kappa^2k^3}\left[\ln(1+\gamma^2)-\frac{\gamma^2}{1+\gamma^2}\right],$$

with $\gamma=2kL$. This is the Brooks–Herring rate. The prefactor alone would give $\tau_i\propto k^3\propto E^{3/2}$. The bracket grows with energy and lowers the effective exponent to about 1.2 near $E=k_BT$. At thermal energies donors therefore still deflect slower electrons more strongly. Adding this rate to the acoustic rate at each energy, with the acoustic part set to a rough lattice mobility of 1400 cm²/Vs, lowers the mobility to 829 cm²/Vs and raises $|S|$ to about 614 µV/K. A pure $r=3/2$ law would give 741.5 µV/K. These figures assume a spherical valley and the Born approximation, which is marginal here because $k\kappa/m_d\approx0.9$ at $E=k_BT$. Exact phase shifts for the screened potential give about 851 cm²/Vs and 610 µV/K, and an ellipsoidal valley in the Born approximation gives about 781 cm²/Vs and 617 µV/K. Measured electron mobilities in silicon at this doping are nearer 500 cm²/Vs. If the whole difference were assigned to a stronger donor rate of the same energy dependence, $|S|$ would rise to about 643 µV/K.

**Intervalley phonons.** These can have energies comparable with $k_BT$. For phonon energy $x_0k_BT$ and relative coupling $W$, counting final states after absorption and emission gives

$$\frac1\tau\propto\sqrt x+Wx_0\left[\frac{\sqrt{x+x_0}}{e^{x_0}-1}+\frac{\sqrt{x-x_0}}{1-e^{-x_0}}\right],$$

where the emission term is absent for $x<x_0$. Relative to $\sqrt x$, absorption is strongest for slow electrons and raises the transport average. Emission acts on fast electrons and lowers it. For 60 meV and an assumed $W=1$, emission wins: $|S|$ falls to 546 µV/K.

**Phonon drag.** Electrons also push phonons out of equilibrium. In a field $\mathcal E$, an electron receives momentum at the rate $e\mathcal E$ and in the steady state loses it at the same rate. If the relaxation times are treated as single numbers, $\tau$ in total and $\tau_L$ for the lattice alone, the lattice takes the share $\tau/\tau_L=\mu/\mu_L$, where $\mu$ is the total mobility and $\mu_L$ the lattice mobility. The loss to the lattice is then $(\mu/\mu_L)e\mathcal E$. Suppose all this momentum goes to acoustic phonons that keep it for a time $\Lambda/v_s$. A phonon of momentum $q$ carries energy $v_sq$ at speed $v_s$, so its energy flux is $v_s^2$ times its momentum. The heat flux per electron is $v_s\Lambda(\mu/\mu_L)e\mathcal E$. Dividing by the charge flux $e\mu\mathcal E$ gives a Peltier coefficient of magnitude $v_s\Lambda/\mu_L$, and the Kelvin relation $\Pi=ST$ gives

$$|S_{\rm drag}|\approx\frac{v_s\Lambda}{\mu_LT}.$$

For an assumed path $\Lambda=1$ µm this is 214 µV/K. It adds to $|S|$, because the phonons carry heat in the direction of the electron flow. The number is a scale: it is proportional to the assumed path and assumes complete momentum transfer. With the intervalley coupling assumed above, only about 55% of the lattice loss would go to acoustic phonons. With complete transfer, the drag term exceeds the donor-scattering shift once $\Lambda$ is above about 0.2 µm. Paths of that order make it comparable to or larger than the other corrections, so 569 µV/K should be read as the diffusion part in the acoustic model, not as a prediction for a silicon bar.

**Nonparabolic bands.** With $E(1+\alpha E)=k^2/2m$, $\alpha=0.5$ eV$^{-1}$ and an acoustic rate proportional to the modified density of states, $|S|$ becomes 567.4 µV/K. This effect is small here.

**Doping and carrier density.** The formula needs $n$, not the donor density $N_D$. In the simplest model a donor has one bound level and is either empty or holds one electron of either spin. With binding energy $E_d$, the relative weights are 1 for the empty state and $(n/N_c)e^{E_d/k_BT}$ for each occupied one, so

$$\frac{N_D}{n}=1+2\,\frac{n}{N_c}\,e^{E_d/k_BT}.$$

For a rough $E_d=45$ meV, this one-level model has about 90% of the donors ionized and $N_D\approx3.1\times10^{17}$ cm$^{-3}$. Using $N_D$ in place of $n$ would then make the calculated $|S|$ too small by about 9 µV/K.

In silicon the six valleys give five more bound orbital states, roughly 12 meV above the lowest. With two spins each, they add $10(n/N_c)e^{(E_d-12\ \text{meV})/k_BT}\approx0.36$ to the right-hand side. The ionized fraction falls to about 68%, and the error in $|S|$ grows to about 33 µV/K. These levels are unscreened. With $L=7.81$ nm, screening weakens the binding of a hydrogenic ground state of mass $m_d$ by about 13 meV. The same shift applied to all six states gives an ionized fraction of about 78% and an error of about 22 µV/K. Higher donor shells, left out here, are at most barely bound under this screening. These figures are therefore only rough.

These shifts matter when a measured $S$ is used to infer $n$. Since $n$ depends exponentially on $|S|$, an unrecognized increase $\Delta|S|$ makes the inferred density too small by the factor $\exp(e\Delta|S|/k_B)$. The Brooks–Herring shift of 44 µV/K gives a factor of about 1.7, or about 2.4 if the donor rate is scaled to the measured mobility; the drag scale for the assumed 1 µm path gives about 12.

## Variation 1: the same bar at 400 K

*Keep $n$ and the acoustic mechanism fixed, and raise the mean temperature from 300 K to 400 K. What is $|S|$?*

The transport term remains 2, but $N_c\propto T^{3/2}$. The new ratio is $100(4/3)^{3/2}$, so

$$|S|=\frac{k_B}{e}\left[2+\ln100+\frac32\ln\frac43\right]
=569.2+37.2=606.4\ \text{µV/K}.$$

The same electrons are spread over more thermally accessible states. In a real bar with fixed doping and partly ionized donors, heating frees more electrons. Taken alone, this rise in $n$ makes $|S|$ increase less than calculated here; donor scattering and phonon drag also change with temperature. Holes could reduce $|S|$, since their contribution has the opposite sign. With a fixed gap of 1.12 eV and a rough hole mass of 1.0, however, the hole-to-electron density ratio at 400 K is $1.7\times10^{-10}$. For mobilities of comparable size, the holes carry a negligible share of the current.

## Variation 2: when the gas becomes degenerate

*Keep acoustic scattering but use Fermi statistics. Find the first correction in $c=n/N_c$, and examine $n=N_c$.*

Let $f=1/(e^{x-\eta}+1)$ with $\eta=\zeta/k_BT$. The derivation of $S$ still holds if the weight $f_0/k_BT$ is replaced by $-\partial f/\partial E$. For acoustic scattering the remaining factor is $x$, and integration by parts gives

$$\frac{\langle E\rangle}{k_BT}=\frac{\int_0^\infty x^2(-df/dx)\,dx}{\int_0^\infty x(-df/dx)\,dx}
=\frac{2\int_0^\infty xf\,dx}{\int_0^\infty f\,dx}.$$

Set $z=e^\eta$ and expand $f=ze^{-x}-z^2e^{-2x}+\cdots$. Then

$$\frac{\langle E\rangle}{k_BT}=2\,\frac{z-z^2/4}{z-z^2/2}+\cdots=2+\frac z2+O(z^2).$$

The density condition is

$$c=\frac2{\sqrt\pi}\int_0^\infty\sqrt x\,f\,dx=z-\frac{z^2}{2^{3/2}}+\cdots,$$

which inverts to $\ln z=\ln c+c/2^{3/2}+O(c^2)$. Subtracting $\eta=\ln z$ from the transport average gives

$$\frac{e|S|}{k_B}=2-\ln c+c\left(\frac12-\frac1{2^{3/2}}\right)+O(c^2).$$

Exclusion raises the transport energy but also raises $\zeta$, and the two changes partly cancel. At $c=0.01$ the correction is $86.173\times0.01\times0.1464=0.126$ µV/K, in agreement with the full Fermi integrals. The nondegenerate assumption is therefore safe in the original problem.

At $n=N_c$ the simple formula gives 172.3 µV/K, while the Fermi integrals give 184.0 µV/K. The simple result is 6% below the latter. At still higher density its logarithm would eventually make the predicted $S$ vanish and change sign, at $n=N_c\exp(2)$. That sign change is a failure of Boltzmann statistics: in the Fermi expression, $e|S|/k_B$ is the average of $x-\eta$ with weight $x(-df/dx)$. Since $-df/dx$ is symmetric about $\eta$ and the factor $x$ favours the upper side, this average remains positive.

The numerical output below lists the main inputs and results.

## Numbers as computed

```
INPUTS (rough silicon-like values)
temperature: 300 K
Nc/n: 100
number of valleys: 6
longitudinal mass: 0.92 electron masses
transverse mass: 0.19 electron masses
sound velocity: 9.0 km/s
relative permittivity: 11.7
lattice mobility: 1400 cm2/Vs
MAIN RESULT
one-valley density-of-states mass: 0.3214 electron masses
conductivity mass: 0.2583 electron masses
Nc: 2.744e+19 cm^-3
n: 2.744e+17 cm^-3
kB T: 25.85 meV
zeta: -119.1 meV
kB/e: 86.173 uV/K
ln(Nc/n): 4.6052
mean-energy part of |S|: 172.3 uV/K
logarithmic part of |S|: 396.8 uV/K
|S| from formula: 569.2 uV/K
S from k grid, long axis: -569.2 uV/K
S from k grid, short axis: -569.2 uV/K
NEGLECTED EFFECTS, ONE AT A TIME
inelastic/elastic rate at E/kBT=0.5: 0.9955
inelastic/elastic rate at E/kBT=1: 0.9911
inelastic/elastic rate at E/kBT=2: 0.9908
inelastic/elastic rate at E/kBT=5: 0.9967
|S| with inelastic acoustic rate: 569.2 uV/K
Fermi-statistics change in |S|: 0.126 uV/K
|S| at n=Nc, simple formula: 172.3 uV/K
|S| at n=Nc, Fermi integrals: 184.0 uV/K
nonparabolicity alpha: 0.5 1/eV
|S| with nonparabolic band: 567.4 uV/K
intervalley phonon energy: 60 meV
intervalley coupling ratio (assumed): 1.0
|S| with intervalley phonons: 546.0 uV/K
screening length: 7.81 nm
mobility with ionized donors: 829 cm2/Vs
|S| with ionized donors: 613.6 uV/K
|S| for pure r=3/2: 741.5 uV/K
donor binding energy: 45 meV
ionized donor fraction: 0.898
donor density needed: 3.057e+17 cm^-3
|S| error if doping is used for n: -9.3 uV/K
band gap: 1.12 eV
hole density-of-states mass: 1.0 electron masses
minority/majority at 300 K: 1.4e-15
minority/majority at 400 K: 1.7e-10
|S| at 400 K, same n: 606.4 uV/K
phonon path for drag (assumed): 1.0 um
phonon-drag scale to add to |S|: 214 uV/K
```
